**Mode overlap and LO–TO splitting in a three-mode perovskite model**

The program tests the statement that LO and TO modes interlace in frequency while their eigenvectors need not pair with neighbours. Here `to_sq` and `lo_sq` are squared TO and LO frequencies, `coupling` holds the mode charges expressed as frequencies, and `overlap[m, j]` is the squared scalar product of TO mode m and LO mode j. A five-atom energy with explicit electronic polarization is used to assert the screened field term and the reduction to three polar modes. For 2000 random models the program asserts the interlacing, the recovery of strengths and overlaps from the six frequencies, and the lower bound on the overlap of the softest TO mode with the highest LO mode. It also asserts that the LO frequencies are zeros of the dielectric function, and that the partner of TO1 moves upwards as the coupling is scaled from weak to full strength. In the worked example TO1 has 66% of its weight in LO3 and 6% in LO1. Exchanging the two lower-mode couplings puts 96% of TO1 in LO1, so a low frequency alone does not decide the partner.

## Numerical check

```python
"""
Result under test: LO modes interlace with TO modes in frequency, but their
eigenvectors need not pair with neighbours. A strongly charged softest TO mode
can overlap most with the highest LO mode.

Definitions for a cubic insulator, with q -> 0 along a cubic axis:
  to_sq[m]       squared TO frequency, in ascending order
  coupling[m]    mode charge expressed as a frequency, Omega_m
  lo_sq[j]       eigenvalues of diag(to_sq) + outer(coupling, coupling)
  overlap[m, j]  squared scalar product of TO mode m and LO mode j
Frequencies in the worked example are wavenumbers in cm^-1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def longitudinal_modes(to_sq, coupling):
    matrix = np.diag(to_sq) + np.outer(coupling, coupling)
    lo_sq, vectors = np.linalg.eigh(matrix)
    return lo_sq, vectors**2


def strengths_from_frequencies(to_sq, lo_sq):
    result = []
    for m, t in enumerate(to_sq):
        others = np.delete(to_sq, m)
        result.append(np.prod(lo_sq - t) / np.prod(others - t))
    return np.array(result)


def overlaps_from_frequencies(to_sq, lo_sq):
    strength = strengths_from_frequencies(to_sq, lo_sq)
    result = np.zeros((len(to_sq), len(lo_sq)))
    for j, value in enumerate(lo_sq):
        others = np.delete(lo_sq, j)
        slope = np.prod(value - others) / np.prod(value - to_sq)
        result[:, j] = strength / ((value - to_sq)**2 * slope)
    return result


# Five-atom perovskite cell: A, B, O on the axis, and two equivalent O atoms.
# Reduced units have e = epsilon_0 = 1. The last coordinate is electronic
# polarization, which is relaxed at fixed atomic displacements.
masses = np.array([140.0, 48.0, 16.0, 16.0, 16.0])
born = np.array([3.0, 7.0, -6.0, -2.0, -2.0])
springs = [(0, 2, 0.7), (0, 3, 1.1), (0, 4, 1.1), (1, 2, 3.0),
           (1, 3, 0.9), (1, 4, 0.9), (2, 3, 0.5), (2, 4, 0.5),
           (3, 4, 0.3)]
cell_volume, susceptibility = 20.0, 4.0


def cell_energy(coordinates):
    u, electronic = coordinates[:5], coordinates[5]
    elastic = sum(0.5 * k * (u[a] - u[b])**2 for a, b, k in springs)
    polarization = born @ u / cell_volume + electronic
    internal = cell_volume * electronic**2 / (2 * susceptibility)
    field = cell_volume * polarization**2 / 2
    return elastic + internal + field


unit = np.eye(6)
hessian = np.array([[cell_energy(unit[a] + unit[b])
                     - cell_energy(unit[a]) - cell_energy(unit[b])
                     for b in range(6)] for a in range(6)])
relaxed = hessian[:5, :5] - np.outer(hessian[:5, 5],
                                      hessian[5, :5]) / hessian[5, 5]
short_range = np.zeros((5, 5))
for a, b, k in springs:
    short_range[a, a] += k
    short_range[b, b] += k
    short_range[a, b] -= k
    short_range[b, a] -= k
eps_electronic = 1 + susceptibility
field_term = np.outer(born, born) / (cell_volume * eps_electronic)
assert np.allclose(relaxed, short_range + field_term, atol=1e-11)

mass_factor = np.sqrt(np.outer(masses, masses))
atomic_to, atomic_vectors = np.linalg.eigh(short_range / mass_factor)
atomic_charge = atomic_vectors.T @ (born / np.sqrt(masses))
atomic_coupling = atomic_charge / np.sqrt(cell_volume * eps_electronic)
polar = np.abs(atomic_coupling) > 1e-7
assert polar.sum() == 3
reduced_lo, _ = longitudinal_modes(atomic_to[polar], atomic_coupling[polar])
full_lo = np.linalg.eigvalsh(relaxed / mass_factor)
assembled = np.sort(np.concatenate([atomic_to[~polar], reduced_lo]))
assert np.allclose(full_lo, assembled, atol=1e-11)

# Random models test interlacing, reconstruction, and the overlap bound.
rng = np.random.default_rng(17)
criterion_cases = other_partner_cases = 0
for _ in range(2000):
    trial_to = np.cumsum(rng.uniform(0.5, 3.0, 3))
    trial_strength = rng.uniform(0.05, 10.0, 3)
    trial_lo, trial_overlap = longitudinal_modes(
        trial_to, np.sqrt(trial_strength))
    assert np.all(trial_lo > trial_to)
    assert np.all(trial_lo[:-1] < trial_to[1:])
    assert np.allclose(strengths_from_frequencies(trial_to, trial_lo),
                       trial_strength, rtol=1e-8, atol=1e-9)
    assert np.allclose(overlaps_from_frequencies(trial_to, trial_lo),
                       trial_overlap, rtol=1e-8, atol=1e-9)
    mean_square = trial_to[0] + trial_strength[0]
    assert np.isclose(trial_overlap[0] @ trial_lo, mean_square)
    bound = (mean_square - trial_lo[1]) / (trial_lo[2] - trial_lo[1])
    assert trial_overlap[0, 2] >= bound - 1e-10
    if mean_square > (trial_lo[1] + trial_lo[2]) / 2:
        criterion_cases += 1
        assert trial_overlap[0, 2] > 0.5
    if np.argmax(trial_overlap[0]) != 2:
        other_partner_cases += 1
assert criterion_cases > 10 and other_partner_cases > 10

# Worked three-mode model with round parameters.
to = np.array([100.0, 200.0, 500.0])
coupling = np.array([650.0, 150.0, 250.0])
to_sq, strength = to**2, coupling**2
lo_sq, overlap = longitudinal_modes(to_sq, coupling)
lo = np.sqrt(lo_sq)


def dielectric_ratio(frequency_sq):
    return 1 + np.sum(strength / (to_sq - frequency_sq))


upper_limits = np.append(to_sq[1:], to_sq[-1] + strength.sum() + 1)
roots = []
for lower, upper in zip(to_sq, upper_limits):
    margin = 1e-7 * (upper - lower)
    roots.append(brentq(dielectric_ratio, lower + margin, upper - margin))
assert np.allclose(roots, lo_sq, rtol=1e-9)
static_ratio = dielectric_ratio(0.0)
assert np.isclose(static_ratio, np.prod(lo_sq / to_sq))

partners = np.argmax(overlap, axis=1)
assert np.array_equal(partners, [2, 0, 1])
assert np.argmax(overlap[:, 2]) == 0
soft_mean_sq = to_sq[0] + strength[0]
midpoint_sq = (lo_sq[1] + lo_sq[2]) / 2
lower_bound = (soft_mean_sq - lo_sq[1]) / (lo_sq[2] - lo_sq[1])
assert soft_mean_sq > midpoint_sq and overlap[0, 2] >= lower_bound


def scaled_overlap(scale):
    return longitudinal_modes(to_sq, np.sqrt(scale) * coupling)[1]


partner_history = []
for scale in np.linspace(0.001, 1.0, 1000):
    values, weights = longitudinal_modes(to_sq, np.sqrt(scale) * coupling)
    assert np.all(values > to_sq) and np.all(values[:-1] < to_sq[1:])
    partner_history.append(np.argmax(weights[0]))
assert np.all(np.diff(partner_history) >= 0)
assert set(partner_history) == {0, 1, 2}
first_switch = brentq(lambda s: scaled_overlap(s)[0, 0]
                      - scaled_overlap(s)[0, 1], 0.01, 0.2)
second_switch = brentq(lambda s: scaled_overlap(s)[0, 1]
                       - scaled_overlap(s)[0, 2], 0.2, 1.0)
weak_scale = 0.01
weak_overlap = scaled_overlap(weak_scale)
assert np.all(np.diag(weak_overlap) > 0.99)
strong_limit = strength[0] / strength.sum()
assert np.isclose(scaled_overlap(1e6)[0, 2], strong_limit, atol=1e-5)

# Exchange the two lower-mode couplings without changing TO frequencies.
exchanged = coupling[[1, 0, 2]]
exchanged_lo_sq, exchanged_overlap = longitudinal_modes(to_sq, exchanged)
assert np.argmax(exchanged_overlap[0]) == 0
assert np.argmax(exchanged_overlap[1]) == 2

# Express couplings as charges relative to a chosen reference mass.
volume_A3, eps_inf, reference_mass_u = 64.0, 6.0, 16.0
reference_mass = reference_mass_u * const.atomic_mass
charge_per_wavenumber = (2 * np.pi * const.c * 100 / const.e
                        * np.sqrt(const.epsilon_0 * eps_inf
                                  * volume_A3 * 1e-30 * reference_mass))
mode_charge = coupling * charge_per_wavenumber
neighbour_coupling = np.sqrt(lo_sq - to_sq)
neighbour_charge = neighbour_coupling * charge_per_wavenumber
assert np.isclose(np.sum(neighbour_coupling**2), strength.sum())
assert neighbour_charge[0] < 0.5 * mode_charge[0]

for m in range(3):
    print(f"TO{m+1} wavenumber: {to[m]:.1f} cm^-1")
for m in range(3):
    print(f"Coupling Omega{m+1}: {coupling[m]:.1f} cm^-1")
for j in range(3):
    print(f"LO{j+1} wavenumber: {lo[j]:.1f} cm^-1")
print(f"TO1 frequency: {to[0] * const.c * 1e-10:.3f} THz")
print(f"LO3 frequency: {lo[2] * const.c * 1e-10:.3f} THz")
for m in range(3):
    for j in range(3):
        print(f"Overlap TO{m+1}, LO{j+1}: {overlap[m, j]:.4f} (unitless)")
print(f"TO1 mean square in field: {soft_mean_sq:.0f} cm^-2")
print(f"LO2-LO3 midpoint of squares: {midpoint_sq:.0f} cm^-2")
print(f"Lower bound on TO1-LO3 overlap: {lower_bound:.4f} (unitless)")
print(f"Static/electronic permittivity: {static_ratio:.3f} (unitless)")
print(f"TO1 partner LO1 to LO2 at s: {first_switch:.4f} (unitless)")
print(f"TO1 partner LO2 to LO3 at s: {second_switch:.4f} (unitless)")
print(f"Weak-coupling example s: {weak_scale:.2f} (unitless)")
for m in range(3):
    print(f"Weak overlap TO{m+1}, LO{m+1}: "
          f"{weak_overlap[m, m]:.4f} (unitless)")
print(f"Large-s limit TO1-LO3: {strong_limit:.4f} (unitless)")
print(f"Cell volume: {volume_A3:.1f} angstrom^3")
print(f"Electronic permittivity: {eps_inf:.1f} (unitless)")
print(f"Reference mass: {reference_mass_u:.1f} u")
for m in range(3):
    print(f"Mode charge TO{m+1}: {mode_charge[m]:.3f} e")
print(f"TO1 coupling from neighbour: {neighbour_coupling[0]:.1f} cm^-1")
print(f"TO1 charge from neighbour: {neighbour_charge[0]:.3f} e")
for j in range(3):
    print(f"Exchanged-coupling LO{j+1}: "
          f"{np.sqrt(exchanged_lo_sq[j]):.1f} cm^-1")
print(f"Exchanged overlap TO1, LO1: {exchanged_overlap[0, 0]:.4f} (unitless)")
print(f"Exchanged overlap TO1, LO3: {exchanged_overlap[0, 2]:.4f} (unitless)")
print(f"Exchanged overlap TO2, LO3: {exchanged_overlap[1, 2]:.4f} (unitless)")
print("checks complete")
```

Printed output:

```
TO1 wavenumber: 100.0 cm^-1
TO2 wavenumber: 200.0 cm^-1
TO3 wavenumber: 500.0 cm^-1
Coupling Omega1: 650.0 cm^-1
Coupling Omega2: 150.0 cm^-1
Coupling Omega3: 250.0 cm^-1
LO1 wavenumber: 195.8 cm^-1
LO2 wavenumber: 450.5 cm^-1
LO3 wavenumber: 752.5 cm^-1
TO1 frequency: 2.998 THz
LO3 frequency: 22.559 THz
Overlap TO1, LO1: 0.0600 (unitless)
Overlap TO1, LO2: 0.2809 (unitless)
Overlap TO1, LO3: 0.6591 (unitless)
Overlap TO2, LO1: 0.9398 (unitless)
Overlap TO2, LO2: 0.0210 (unitless)
Overlap TO2, LO3: 0.0392 (unitless)
Overlap TO3, LO1: 0.0002 (unitless)
Overlap TO3, LO2: 0.6982 (unitless)
Overlap TO3, LO3: 0.3017 (unitless)
TO1 mean square in field: 432500 cm^-2
LO2-LO3 midpoint of squares: 384577 cm^-2
Lower bound on TO1-LO3 overlap: 0.6319 (unitless)
Static/electronic permittivity: 44.062 (unitless)
TO1 partner LO1 to LO2 at s: 0.0768 (unitless)
TO1 partner LO2 to LO3 at s: 0.6194 (unitless)
Weak-coupling example s: 0.01 (unitless)
Weak overlap TO1, LO1: 0.9986 (unitless)
Weak overlap TO2, LO2: 0.9986 (unitless)
Weak overlap TO3, LO3: 0.9999 (unitless)
Large-s limit TO1-LO3: 0.8325 (unitless)
Cell volume: 64.0 angstrom^3
Electronic permittivity: 6.0 (unitless)
Reference mass: 16.0 u
Mode charge TO1: 7.263 e
Mode charge TO2: 1.676 e
Mode charge TO3: 2.794 e
TO1 coupling from neighbour: 168.4 cm^-1
TO1 charge from neighbour: 1.881 e
Exchanged-coupling LO1: 106.8 cm^-1
Exchanged-coupling LO2: 459.0 cm^-1
Exchanged-coupling LO3: 765.1 cm^-1
Exchanged overlap TO1, LO1: 0.9567 (unitless)
Exchanged overlap TO1, LO3: 0.0333 (unitless)
Exchanged overlap TO2, LO3: 0.6949 (unitless)
checks complete
```
